\section*{Bond currents in a nonorthogonal basis need the overlap term}

\section{Definitions and the belief}

Let $\psi=\sum_i c_i\phi_i$ be a one-electron state in fixed, localized orbitals. Their overlap $S_{ij}=\langle\phi_i|\phi_j\rangle$ has unit diagonal, and their Hamiltonian $H_{ij}$ is static and Hermitian. The electrons are coherent and move in a mean field. For a steady occupation $f_n$ of stationary states with energies $E_n$, define
\begin{equation}
\rho_{ji}=\sum_n f_n c_{jn}c_{in}^*,\qquad
W_{ji}=\sum_n f_nE_n c_{jn}c_{in}^* .
\end{equation}
The flow $J_{ij}$ is the number of electrons per second entering orbital $i$ from orbital $j$, for one spin. Values in nA are electron flow times $e$, with both spins counted; conventional current has the opposite direction.

The belief is that the bond flow is the hopping times the imaginary density matrix,
\begin{equation}
J^{H}_{ij}=\frac{2}{\hbar}\,\mathrm{Im}\,[H_{ij}\rho_{ji}] .
\label{plain}
\end{equation}
It tempts because it is correct for orthogonal orbitals: there $|c_i|^2$ is the population of orbital $i$, and only $H$ changes it. With overlap, part of the population belongs to pairs of orbitals, and the equation of motion contains $S$ as well. The correction derived below replaces $H$ by $H-ES$ at each energy. To justify it by saying that Kirchhoff's law must otherwise fail would be too strong. The law can survive while the current is wrong.

\section{The flow that conserves population}

Assign overlap charge by the Mulliken rule, $q_i=\mathrm{Re}[c_i^*(Sc)_i]$. These populations add up to $c^\dagger Sc$, the norm. The Schr\"odinger equation is $i\hbar S\dot c=Hc$, so $S\dot c=-(i/\hbar)Hc$. Since $\mathrm{Re}(-iz)=\mathrm{Im}\,z$,
\begin{equation}
\mathrm{Re}[c_i^*(S\dot c)_i]=\frac1\hbar\mathrm{Im}[c_i^*(Hc)_i].
\label{motion}
\end{equation}
Consider the bond quantity
\begin{equation}
J_{ij}=\frac2\hbar\mathrm{Im}[c_i^*H_{ij}c_j]
+\mathrm{Re}[\dot c_i^*S_{ij}c_j-c_i^*S_{ij}\dot c_j].
\label{time}
\end{equation}
Exchange $i$ and $j$. Because $H$ is Hermitian, the first bracket becomes its complex conjugate and its imaginary part changes sign. Because $S$ is Hermitian, the two overlap terms change places. Hence $J_{ji}=-J_{ij}$, and $J_{ii}=0$. Summing over $j$ and using (\ref{motion}) gives
\begin{align}
\sum_jJ_{ij}&=2\,\mathrm{Re}[c_i^*(S\dot c)_i]
+\mathrm{Re}[\dot c_i^*(Sc)_i]-\mathrm{Re}[c_i^*(S\dot c)_i]\nonumber\\
&=\mathrm{Re}[c_i^*(S\dot c)_i+\dot c_i^*(Sc)_i]=\frac{dq_i}{dt}.
\end{align}
What leaves one orbital enters another, and the net inflow is the growth of population.

In a stationary state $\dot c=-iEc/\hbar$ and $\dot c_i^*=iEc_i^*/\hbar$. The two overlap terms in (\ref{time}) then add:
\begin{equation}
\mathrm{Re}\!\left[\frac{2iE}{\hbar}c_i^*S_{ij}c_j\right]
=-\frac{2E}{\hbar}\mathrm{Im}[c_i^*S_{ij}c_j].
\end{equation}
Therefore
\begin{equation}
J_{ij}=\frac2\hbar\mathrm{Im}[c_i^*(H_{ij}-ES_{ij})c_j],
\qquad \sum_jJ_{ij}=0 .
\label{energy}
\end{equation}
Summing over occupied states puts $E$ inside the sum, which is why a second density matrix is needed:
\begin{equation}
J_{ij}=\frac2\hbar\mathrm{Im}[H_{ij}\rho_{ji}-S_{ij}W_{ji}].
\label{total}
\end{equation}
If orbitals move with the atoms, or if states of different energy are superposed, (\ref{total}) no longer suffices. For superpositions in fixed orbitals, (\ref{time}) still holds.

\section{Kirchhoff's law can hold for a wrong current}

Set the node sum of (\ref{total}) to zero. The plain formula then leaves
\begin{equation}
\sum_jJ^H_{ij}=\frac2\hbar\,\mathrm{Im}\sum_jS_{ij}W_{ji},
\end{equation}
which is generally not zero. Suppose, however, that $S_{ij}=\kappa H_{ij}$ with one real $\kappa$ on every bond at node $i$. At energy $E$, (\ref{energy}) gives $J_{ij}=(1-\kappa E)J^H_{ij}$. If $1-\kappa E\neq0$, all plain flows at the node are the true ones divided by a common factor, so they also add to zero. Conservation alone cannot detect this error.

A closed ring fixes the magnitude independently. Put a phase $e^{i\theta}$ on the element from the last orbital $N$ to the first, in both $H$ and $S$, and the conjugate phase on the reverse element. The phase belongs to the orbital as seen across the closing bond, so both matrices must carry it; with a phase in $H$ alone, the slope of the energy would depend on the zero of energy. Take a nondegenerate state with $c^\dagger Sc=1$, differentiate $Hc=ESc$ with respect to $\theta$, and multiply by $c^\dagger$ from the left. The terms containing $\partial_\theta c$ cancel because $c^\dagger H=Ec^\dagger S$, leaving
\begin{align}
\frac{dE}{d\theta}&=c^\dagger(\partial_\theta H-E\,\partial_\theta S)c
=2\,\mathrm{Re}[i\,c_1^*(H_{1N}-ES_{1N})c_N]\nonumber\\
&=-2\,\mathrm{Im}[c_1^*(H_{1N}-ES_{1N})c_N]=-\hbar J_{1N}.
\end{align}
With nearest-neighbour bonds, conservation carries this value around the ring.

Take six equal orbitals at $-4$ eV, with $H_{ij}=-3.52$ eV, $S_{ij}=0.13$ and $\theta=0.5$ rad. The third state from the bottom lies at $-6.302$ eV. The slope of its energy gives $\hbar J=-0.733$ eV, and so does (\ref{energy}). The plain formula gives $-0.956$ eV on every bond. Their ratio is
\begin{equation}
\frac{H_{ij}}{H_{ij}-ES_{ij}}
=\frac{-3.52}{-3.52+6.302\times0.13}=1.30 .
\end{equation}
Kirchhoff's law is satisfied, and the current is 30\% larger than the true one.

\section{The zero of energy}

Moving the energy zero to $z$ changes $H$ to $H-zS$ and $E$ to $E-z$. The combination in (\ref{energy}) is unchanged:
\begin{equation}
(H-zS)-(E-z)S=H-ES .
\end{equation}
The plain flow changes by $-(2z/\hbar)\,\mathrm{Im}[S_{ij}\rho_{ji}]$, so it depends on a convention. With the zero at the Fermi energy $E_F$, and for real $H$ and $S$, its ratio to the true flow at energy $E$ is
\begin{equation}
\frac{H_{ij}-E_FS_{ij}}{H_{ij}-ES_{ij}}
=1+\frac{(E-E_F)S_{ij}}{H_{ij}-ES_{ij}} .
\label{fermi}
\end{equation}
The relative error at each energy is therefore small when transport is confined near $E_F$ and $H_{ij}-ES_{ij}$ is not close to zero. It vanishes on every bond for orthogonal orbitals.

\section{An open junction}

Let identical single-channel leads have level $\varepsilon$, hopping $h$ and overlap $s$, all real. A wave $c_n=e^{ikn}$ obeys
\begin{equation}
E-\varepsilon=2\tau\cos k,\qquad \tau=h-Es .
\end{equation}
Equivalently, $E(1+2s\cos k)=\varepsilon+2h\cos k$. Differentiation gives
\begin{equation}
\frac{dE}{dk}=\frac{-2\tau\sin k}{1+2s\cos k}
\equiv\frac{\Gamma}{1+2s\cos k},\qquad \Gamma=-2\tau\sin k .
\end{equation}
For waves moving right, $\Gamma>0$. In a long lead of $M$ orbitals, normalization gives each wave the weight $1/[M(1+2s\cos k)]$, and there are $M\,dk/2\pi$ waves in $dk$. Their product is $dE/(2\pi\Gamma)$; the overlap factor cancels. States arriving from the left with unit incoming amplitude thus contribute
\begin{equation}
\rho_L=\int\frac{dE}{2\pi}\,f_L(E)\,A_L(E),\qquad
A_L=\frac{cc^\dagger}{\Gamma}.
\end{equation}

On the right, $c_n=t\,e^{ikn}$. The flow from $n$ to $n+1$, times $\hbar$, is $2\tau|t|^2\,\mathrm{Im}\,e^{-ik}=\Gamma|t|^2$. Division by $\Gamma$ leaves the transmission $T=|t|^2$. By conservation, any cut between the leads gives the same result:
\begin{equation}
T(E)=2\,\mathrm{Im}\!\!\sum_{i\,\mathrm{right},\,j\,\mathrm{left}}
(H_{ij}-ES_{ij})(A_L)_{ji}.
\end{equation}

States from the right enter likewise with $A_R$ and $f_R$. For real $H$ and $S$, complex conjugation turns a scattering state into another solution at the same energy, so the complete set at that energy can be chosen real and $A_L+A_R$ is real. Writing
\begin{equation}
f_LA_L+f_RA_R=f_R(A_L+A_R)+(f_L-f_R)A_L
\end{equation}
shows that only the last term carries current. With two spins,
\begin{equation}
I=\frac{2e}{h_{\rm P}}\int T(E)\,[f_L(E)-f_R(E)]\,dE ,
\end{equation}
where $h_{\rm P}=2\pi\hbar$. In a magnetic field $H$ and $S$ are complex and equilibrium currents may circulate, so this reduction to the bias window fails for single bonds; (\ref{total}) remains valid. The total through a complete cut between the two leads still reduces to the window, because no net current passes between leads in equilibrium.

\section{A ring between two leads}

Consider six carbon $\pi$ orbitals in a ring, with leads at atoms 1 and 3 (meta position). The carbon level is $-4$ eV; the lead level and $E_F$ are $-5$ eV, measured from vacuum. Off-diagonal elements are $H_{ij}=\beta_{ij}+S_{ij}(\varepsilon_i+\varepsilon_j)/2$. The pairs $(\beta,S)$ are $(-3\ \mathrm{eV},0.13)$ in the ring, $(-1\ \mathrm{eV},0.10)$ at the contacts and $(-2\ \mathrm{eV},0.10)$ in the leads. The bias is 0.5 V, split evenly about $E_F$, at 300 K; orbital levels are held fixed.

Wave matching and Landauer's formula give 42.2 nA. Equation (\ref{total}), applied to the bond entering atom 1, gives the same value. Atom 1 sends 91.3 nA along the short arm and receives 49.1 nA from the long arm: $91.3-49.1=42.2$ nA.

With the vacuum zero, the plain formula puts 64.8 nA into atom 1 from the lead. It sends out 112.3 nA by the short arm and brings back 60.4 nA by the long one. The apparent loss is
\begin{equation}
64.8-(112.3-60.4)=12.9\ \mathrm{nA},
\end{equation}
or 31\% of the true current. The bond ratios at $E_F$ explain its size:
\begin{equation}
\frac{-1.45}{-0.95}-\frac{-3.52}{-2.87}=1.526-1.226=0.30 .
\end{equation}
At the other four ring atoms both bonds have the same $S/H$, and there the plain flows do balance. With the zero at the carbon level the loss at atom 1 falls to 2.7 nA (6.4\%); at the Fermi energy it is 0.15 nA (0.4\%), as (\ref{fermi}) suggests. The electrons and the junction are the same in all three cases.

\section{What a bond map means}

Even the conserved map belongs to the chosen orbitals. Mix the ring orbitals among themselves, $c_R=Xc_R'$. The symmetric choice $X=S_{RR}^{-1/2}$, where $S_{RR}$ is the overlap matrix within the ring, makes them orthonormal. The total flow into the ring from lead orbital $\ell$ is unchanged, because, with $K=H-ES$,
\begin{equation}
\mathrm{Im}[c_R^\dagger K_{R\ell}c_\ell]
=\mathrm{Im}[c_R'^\dagger(X^\dagger K_{R\ell})c_\ell].
\end{equation}
The calculation again gives 42.2 nA, but the flow from ring orbital 1 to 2 changes from 91.3 to 121.2 nA. Kirchhoff's law does not select one of these maps. The total steady current through a complete cut between the leads is the firmer quantity: mixing orbitals only within each side of the cut leaves it unchanged.

\section{Relation to a real junction}

The levels are round, rough values in the regime of benzene between gold contacts. The overlaps are assumed. The ring value 0.13 is about half the overlap of atomic carbon $2p_\pi$ orbitals at 0.14 nm (0.24 for Slater orbitals). The 31\% loss is a difference of two bond ratios and depends strongly on these choices: with $S=0.25$ in the ring the ring ratio becomes $-4.00/(-2.75)=1.455$, and the difference falls from 0.30 to 0.07. The single-channel leads are far simpler than gold, and $\sigma$ paths and anchoring groups are absent, so 42 nA is not a prediction for a measured device. Level alignment matters most among the changes tried: moving $E_F$ down or up by 0.5 eV, with the levels fixed, gives 137 or 9.3 nA; these shifts move the bias window away from or toward the transmission zero that the nearest-neighbour meta ring has at the carbon level, $-4$ eV. Adding second-neighbour ring bonds ($\beta=-0.2$ eV, $S=0.03$) raises the current to 82 nA. The plain formula with vacuum zero then also fails away from the contact atoms, by up to 13 nA. Letting the levels follow an assumed potential drop, half of it across the ring, gives 42.4 nA; cooling to 77 K gives 42.0 nA.

Interactions are a further limit. The bare Coulomb energy across the 0.28 nm ring is 5.1 eV, whereas $E_F$ lies only 1.65 eV above the highest filled level of the isolated ring. Screening reduces the former, but the mean-field level positions remain uncertain. A vibration of 0.2 eV can also be excited at 0.5 V. A rough tunnelling time, estimated from the distance to the filled level alone, is $\hbar/(1.65\ \mathrm{eV})=0.40$ fs. It is much shorter than the vibration's 20.7 fs period, which favours coherent passage but does not give the size of the inelastic current. These uncertainties change the current itself. They do not remove the need for $S_{ij}W_{ji}$ when a coherent mean-field calculation in fixed, overlapping orbitals is turned into bond flows.

\section*{Table of computed values}
\begin{verbatim}
Carbon level, lead level, Fermi: -4.0, -5.0, -5.0 eV
Ring bond: beta -3.0 eV, overlap 0.13
Contact bond: beta -1.0 eV, overlap 0.1
Lead bond: beta -2.0 eV, overlap 0.1
Bias 0.5 V, temperature 300 K
Ring bond H: -3.5200 eV; H-EF*S: -2.8700 eV; ratio 1.2265
Contact bond H: -1.4500 eV; H-EF*S: -0.9500 eV; ratio 1.5263
Lead bond H: -2.5000 eV; H-EF*S: -2.0000 eV; ratio 1.2500
Closed uniform ring, phase 0.5 rad: state energy -6.3020 eV
  hbar*flow from energy slope: -0.73316 eV
  hbar*flow from H-E*S: -0.73316 eV
  hbar*flow from H alone: -0.95556 eV
Transmission at Fermi energy: 1.0289e-03 (no unit)
Landauer electron flow, wave matching: 42.2098 nA
Bond flow lead to ring atom 1: 42.2098 nA
Short arm, atom 1 to 2: 91.3482 nA
Long arm, atom 1 to 6: -49.1384 nA
Largest Kirchhoff error, full formula: 2.3e-12 nA
H alone, zero at vacuum: into atom 1 64.8261 nA
  out by short arm 112.3467, long arm -60.4422 nA
  false loss at atom 1: 12.92155 nA, 30.613 % of true current
H alone, zero at carbon level: into atom 1 46.9430 nA
  out by short arm 95.7501, long arm -51.5132 nA
  false loss at atom 1: 2.70621 nA, 6.411 % of true current
H alone, zero at Fermi energy: into atom 1 42.4723 nA
  out by short arm 91.6009, long arm -49.2810 nA
  false loss at atom 1: 0.15237 nA, 0.361 % of true current
Orthogonalized ring, total into ring: 42.2098 nA
Orthogonalized ring, orbital 1 to 2: 121.2085 nA
Second neighbours: beta -0.2 eV, overlap 0.03
  current with them: 81.9750 nA
  largest H-alone error off contacts, vacuum zero: 13.2924 nA
Current with potential drop in junction: 42.3887 nA
Current with Fermi energy 0.5 eV lower: 137.4473 nA
Current with Fermi energy 0.5 eV higher: 9.3185 nA
Current at 77 K: 41.9900 nA
Highest filled level of isolated ring: -6.6549 eV
Bare Coulomb energy across 0.28 nm: 5.14 eV
Tunnelling time scale: 0.398 fs
Period of a 0.2 eV vibration: 20.7 fs
\end{verbatim}
